# Capacitance of an Off-Centre Conducting Core in a Cylindrical Gate: a program that tests the result

```python
# Result under test: a conducting core (radius a) displaced by d inside a
# cylindrical gate (radius b) has capacitance per length C = 2 pi eps / L,
# cosh L = (a^2 + b^2 - d^2)/(2 a b); for a=3, b=5, d=1 nm C rises about 15 %.
# z = x + i y: gate |z| = b, core |z - d| = a. Lengths in nm, energies in eV.
# The map w = b (z - s)/(b^2 - s z) makes the two circles concentric.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, jn_zeros
from scipy import constants as const

a, b, d = 3.0, 5.0, 1.0
eps_ox, eps_si = 3.9, 11.7          # relative permittivities, rough
V_ox, T = 0.3, 300.0                # oxide drop (V), temperature (K)
barrier, m_ox = 3.1, 0.4            # SiO2 barrier (eV) and mass (m0), rough
m_t, m_l = 0.19, 0.92               # silicon electron masses (m0), rough
strength = 10.0                     # oxide strength (MV/cm), rough
q = const.e
h2m = const.hbar**2 / (2 * const.m_e * q) * 1e18   # hbar^2/2m0, eV nm^2
kT = const.k * T / q


def log_modulus(a, b, d):
    return np.arccosh((a*a + b*b - d*d) / (2*a*b))


def map_point(a, b, d):
    p = b*b + d*d - a*a
    return (p - np.sqrt(p*p - 4*d*d*b*b)) / (2*d)


class HarmonicSolution:
    """Potential 1 on core, 0 on gate, from a fitted harmonic series."""
    def __init__(self, a, b, d, order=40, points=240):
        self.a, self.b, self.d = a, b, d
        self.n = np.arange(order + 1)
        e = np.exp(2j*np.pi*np.arange(points)/points)
        z = np.concatenate([d + a*e, b*e])
        target = np.concatenate([np.ones(points), np.zeros(points)])
        self.c = np.linalg.lstsq(self.basis(z), target, rcond=None)[0]
        self.misfit = np.max(np.abs(self.basis(z) @ self.c - target))

    def basis(self, z):
        u = z[:, None] - self.d
        return np.hstack([np.log(np.abs(u)), ((z[:, None]/self.b)**self.n).real,
                          ((self.a/u)**self.n[1:]).real])

    def slope(self, z):
        u, n = z[:, None] - self.d, self.n[1:]
        cols = np.hstack([1/u, n*(z[:, None]/self.b)**(n-1)/self.b,
                          -n*(self.a/u)**n/u])
        return cols @ np.delete(self.c, 1)   # constant term has no slope

    def inverse_capacitance(self):
        e = np.exp(2j*np.pi*np.arange(400)/400)
        flux = -2*np.pi*self.b*np.mean((self.slope(self.b*e)*e).real)
        return 2*np.pi/flux


# Capacitance: mapped formula against the series solution
L0, L = np.log(b/a), log_modulus(a, b, d)
sol = HarmonicSolution(a, b, d)
L_num = sol.inverse_capacitance()
assert sol.misfit < 1e-9 and abs(L_num/L - 1) < 1e-8
other = HarmonicSolution(2.0, 7.0, 4.0)
assert abs(other.inverse_capacitance()/log_modulus(2.0, 7.0, 4.0) - 1) < 1e-5
gain = L0/L - 1
assert 0.145 < L0/L_num - 1 < 0.155

# The map: core image must be a circle centred on the origin
s = map_point(a, b, d)
circle = np.exp(2j*np.pi*np.arange(400)/400)


def mapped(z):
    return b*(z - s)/(b*b - s*z)


rho = abs(mapped(d + a))
assert np.ptp(np.abs(mapped(d + a*circle))) < 1e-12
assert np.max(np.abs(np.abs(mapped(b*circle)) - 1)) < 1e-12
assert abs(np.log(1/rho) - L) < 1e-12

# Potential, field and energy throughout the eccentric gap
t, wt = np.polynomial.legendre.leggauss(40)
t, wt = (t + 1)/2, wt/2
R = a + t*(b - a)
zz = (1 - t)[:, None]*d + R[:, None]*circle
area = R[:, None]*((b - a) - d*circle.real)*wt[:, None]*2*np.pi/400
zf = zz.ravel()
E_num = np.abs(sol.slope(zf))
assert abs(np.sum(E_num**2*area.ravel())/(2*np.pi/L) - 1) < 1e-7
assert np.max(np.abs(sol.basis(zf) @ sol.c + np.log(np.abs(mapped(zf)))/L)) < 1e-8


def field(z):
    return np.abs(1/(z - s) + s/(b*b - s*z))/L


assert np.max(np.abs(E_num - field(zf))) < 1e-7
E_near, E_far = np.abs(sol.slope(np.array([d + a, d - a], dtype=complex)))
E_centred = 1/(a*L0)
assert E_near > np.max(E_num) and abs(E_near - field(d + a)) < 1e-7
assert E_near - E_centred > E_centred - E_far

# Small displacement: quadratic coefficient from the series solution
small = 0.05
gain_small = L0/HarmonicSolution(a, b, small).inverse_capacitance() - 1
quadratic = 1/((b*b - a*a)*L0)
assert abs(gain_small/small**2/quadratic - 1) < 1e-3


def rigid_charge_term(ratio, order=25, points=200):
    """Mean core-surface potential, in lambda/(2 pi eps_ox), for a rigid
    axially symmetric charge; ratio = core/oxide permittivity."""
    n = np.arange(order + 1)
    e = np.exp(2j*np.pi*np.arange(points)/points)[:, None]
    zg, zc = b*e, d + a*e
    m = n[1:]
    zero = np.zeros((points, order + 1))
    gate = np.hstack([((zg/b)**n).real, ((a/(zg - d))**m).real, zero])
    cont = np.hstack([((zc/b)**n).real, (e**(-m)).real, -(e**n).real])
    grow = np.hstack([np.zeros((points, 1)), (m*(zc/b)**(m-1)*a*e/b).real])
    flux = np.hstack([grow, -(m*e**(-m)).real, -ratio*(n*e**n).real])
    rhs = np.concatenate([np.log(np.abs(zg - d))[:, 0],
                          np.full(points, np.log(a)), np.zeros(points)])
    x = np.linalg.lstsq(np.vstack([gate, cont, flux]), rhs, rcond=None)[0]
    return x[2*order + 1]


assert abs(rigid_charge_term(1.0) - np.log((b*b - d*d)/(a*b))) < 1e-8
assert abs(rigid_charge_term(1e6) - L) < 1e-5
L_rigid = rigid_charge_term(eps_si/eps_ox)
assert L < L_rigid < L0

# Hard-wall subbands of the silicon core on a square grid
h = 0.05
x = (np.arange(-62, 62) + 0.5)*h
X, Y = np.meshgrid(x, x, indexing="ij")
inside = np.flatnonzero((X**2 + Y**2 < a*a).ravel())
radius = np.sqrt(X**2 + Y**2).ravel()[inside]
D2 = sp.diags([-1, 2, -1], [-1, 0, 1], shape=(len(x), len(x)))/h**2
I = sp.identity(len(x))


def subbands(mx, my, count=16):
    H = h2m*(sp.kron(D2, I)/mx + sp.kron(I, D2)/my)
    H = H.tocsr()[inside][:, inside].tocsc()
    E, psi = eigsh(H, k=count, sigma=0, v0=np.ones(len(inside)))
    order = np.argsort(E)
    return E[order], psi[:, order]**2


E4, P4 = subbands(m_l, m_t)         # four valleys, light along the wire
E2, P2 = subbands(m_t, m_t)         # two valleys, heavy along the wire
assert abs(E2[0]/(h2m/m_t*(jn_zeros(0, 1)[0]/a)**2) - 1) < 0.03  # grid edge
k = np.linspace(0, 8, 4001)


def occupation(E, mass, valleys, mu):
    f = expit((mu - E[:, None] - h2m*k**2/mass)/kT)
    return 2*valleys/np.pi*np.trapezoid(f, k, axis=1) if hasattr(
        np, "trapezoid") else 2*valleys/np.pi*np.trapz(f, k, axis=1)


def electrons(mu):
    return occupation(E4, m_t, 4, mu).sum() + occupation(E2, m_l, 2, mu).sum()


def spread_integral(weight):
    order = np.argsort(radius)
    F = np.cumsum(weight[order])/weight.sum()
    r = np.append(radius[order], a)
    return np.sum(F**2*np.log(r[1:]/r[:-1]))


assert abs(spread_integral(np.ones(len(radius))) - 0.25) < 0.01
scale = 2*np.pi*eps_ox*const.epsilon_0           # F/m
C0, C = scale/L0, scale/L
n_line = C*V_ox/q*1e-9                           # electrons per nm
mu = brentq(lambda m: electrons(m) - n_line, -0.5, 0.6)
dn = (electrons(mu + 1e-4) - electrons(mu - 1e-4))/2e-4
Cq = q*dn*1e9
density = P4 @ occupation(E4, m_t, 4, mu) + P2 @ occupation(E2, m_l, 2, mu)
spread = spread_integral(density)
S_spread, S_dos = spread*eps_ox/eps_si, scale/Cq
S = S_spread + S_dos
gain_surface = (L0 + S)/(L + S) - 1
gain_rigid = (L0 + S)/(L_rigid + S) - 1
assert 0 < gain_rigid < gain_surface < gain

# WKB tunnelling with a linear potential drop along each core normal
root_mean = quad(lambda u: np.sqrt(barrier - V_ox*u), 0, 1)[0]
decay = 2*np.sqrt(m_ox/h2m)*root_mean
gap = -d*circle.real + np.sqrt(b*b - d*d*circle.imag**2) - a
assert np.max(np.abs(np.abs(d + (a + gap)*circle) - b)) < 1e-12
T_centred, T_near = np.exp(-decay*(b - a)), np.exp(-decay*(b - a - d))
T_mean = np.mean(np.exp(-decay*gap))

print(f"core radius a = {a:.1f} nm, gate radius b = {b:.1f} nm, shift d = {d:.1f} nm")
print(f"relative permittivity: oxide {eps_ox}, silicon {eps_si}")
print(f"oxide drop = {V_ox} V, temperature = {T:.0f} K")
print(f"map point s = {s:.5f} nm, its inverse b^2/s = {b*b/s:.4f} nm")
print(f"image radius rho = {rho:.6f}")
print(f"cosh L = {np.cosh(L):.6f}")
print(f"L centred = {L0:.6f}, L displaced = {L:.6f}")
print(f"L displaced from harmonic series = {L_num:.6f}")
print(f"capacitance ratio = {L0/L:.5f}, gain = {100*gain:.2f} percent")
print(f"quadratic estimate of gain = {100*quadratic*d*d:.2f} percent")
print(f"C centred = {C0*1e9:.4f} fF/um, C displaced = {C*1e9:.4f} fF/um")
print(f"core field at narrow gap = {10*V_ox*E_near:.3f} MV/cm")
print(f"core field at wide gap = {10*V_ox*E_far:.3f} MV/cm")
print(f"core field when centred = {10*V_ox*E_centred:.3f} MV/cm")
print(f"rough oxide strength = {strength:.0f} MV/cm")
print(f"peak field / rough strength = {10*V_ox*E_near/strength:.3f}")
print(f"silicon masses: transverse {m_t}, longitudinal {m_l} m0")
print(f"lowest subbands: four-valley {E4[0]:.3f} eV, two-valley {E2[0]:.3f} eV")
print(f"electron line density = {n_line:.3f} per nm")
print(f"Fermi level above well bottom = {mu:.3f} eV")
print(f"quantum capacitance = {Cq*1e9:.2f} fF/um")
print(f"charge-spread integral = {spread:.3f}")
print(f"series terms: spread {S_spread:.3f}, density of states {S_dos:.3f}")
print(f"L for rigid charge in dielectric core = {L_rigid:.5f}")
print(f"gain, semiconductor, equipotential surface = {100*gain_surface:.1f} percent")
print(f"gain, semiconductor, rigid charge = {100*gain_rigid:.1f} percent")
print(f"barrier = {barrier} eV, oxide mass = {m_ox} m0")
print(f"WKB decay constant of transmission = {decay:.2f} per nm")
print(f"transmission centred (2 nm gap) = {T_centred:.1e}")
print(f"transmission at narrow gap (1 nm) = {T_near:.1e}")
print(f"mean transmission displaced = {T_mean:.1e}")
print(f"mean transmission displaced/centred = {T_mean/T_centred:.1e}")
print("verified")
```

Output:

```
core radius a = 3.0 nm, gate radius b = 5.0 nm, shift d = 1.0 nm
relative permittivity: oxide 3.9, silicon 11.7
oxide drop = 0.3 V, temperature = 300 K
map point s = 1.62614 nm, its inverse b^2/s = 15.3739 nm
image radius rho = 0.641742
cosh L = 1.100000
L centred = 0.510826, L displaced = 0.443568
L displaced from harmonic series = 0.443568
capacitance ratio = 1.15163, gain = 15.16 percent
quadratic estimate of gain = 12.24 percent
C centred = 0.4247 fF/um, C displaced = 0.4891 fF/um
core field at narrow gap = 3.444 MV/cm
core field at wide gap = 1.476 MV/cm
core field when centred = 1.958 MV/cm
rough oxide strength = 10 MV/cm
peak field / rough strength = 0.344
silicon masses: transverse 0.19, longitudinal 0.92 m0
lowest subbands: four-valley 0.075 eV, two-valley 0.127 eV
electron line density = 0.916 per nm
Fermi level above well bottom = 0.085 eV
quantum capacitance = 3.77 fF/um
charge-spread integral = 0.656
series terms: spread 0.219, density of states 0.057
L for rigid charge in dielectric core = 0.46014
gain, semiconductor, equipotential surface = 9.3 percent
gain, semiconductor, rigid charge = 6.9 percent
barrier = 3.1 eV, oxide mass = 0.4 m0
WKB decay constant of transmission = 11.13 per nm
transmission centred (2 nm gap) = 2.2e-10
transmission at narrow gap (1 nm) = 1.5e-05
mean transmission displaced = 2.0e-06
mean transmission displaced/centred = 9.2e+03
verified
```
